# Finding Room for a Precursor: Grid Search or Voronoi Vertices

A search for free room on a partly covered surface can give the wrong answer in two ways. If trial positions lie on a grid, the centre of a hole may fall between grid points, and a surface that admits a precursor is reported as blocked. If periodic images are left out, a position near the cell edge may look empty although a molecule from the next cell covers it. In area-selective deposition the first error hides a gap in the inhibitor layer where unwanted growth can start, and the second reports a gap that is not there.

The setting treated here is the choice of trial positions when an adsorbate is placed in a periodic slab model: a uniform grid, or the vertices of a Voronoi diagram. For equal circular inhibitors the vertices settle the geometric question with a finite list of points and no grid error.

## What the setting decides

Project the molecules onto a flat surface with a rectangular periodic cell of sides $L_x$ and $L_y$. The inhibitors are hard disks of equal radius $R$ and the precursor is a hard disk of radius $r$. Touching is allowed. Let $\mathbf c$ run over all inhibitor centres, periodic images included, and define

$$d(\mathbf x)=\min_{\mathbf c}|\mathbf x-\mathbf c| ,\qquad D=\max_{\mathbf x}d(\mathbf x).$$

A precursor centred at $\mathbf x$ overlaps no inhibitor when every distance $|\mathbf x-\mathbf c|$ is at least $R+r$, that is, when $d(\mathbf x)\ge R+r$. Some such position exists if and only if

$$D\ge R+r,\qquad\text{or}\qquad r\le r_c=D-R .$$

The critical radius $r_c$ is the radius of the largest precursor that fits. The maximum exists because $d$ is continuous and periodic.

This concerns one precursor on the surface. A slab calculation repeats the precursor too, so its copies must not overlap each other; in a rectangular cell this adds the condition $\min(L_x,L_y)\ge 2r$.

## Why the vertices suffice

The Voronoi cell of a centre $\mathbf p$ contains the points that are at least as close to $\mathbf p$ as to any other centre $\mathbf q$. Squaring $|\mathbf x-\mathbf p|\le|\mathbf x-\mathbf q|$ and cancelling $|\mathbf x|^2$ gives

$$2\mathbf x\cdot(\mathbf q-\mathbf p)\le |\mathbf q|^2-|\mathbf p|^2 ,$$

which is a half-plane. An intersection of half-planes is convex.

The cell is also bounded. The images of any single centre include one whose offset from $\mathbf x$ is at most $L_x/2$ along one side and $L_y/2$ along the other. Hence

$$d(\mathbf x)\le\mu=\tfrac12\sqrt{L_x^2+L_y^2}$$

everywhere, and no point of the cell is farther than $\mu$ from $\mathbf p$. On the boundary shared with $\mathbf q$ both centres are within $\mu$, so $|\mathbf q-\mathbf p|\le2\mu$. Finitely many centres satisfy this, and the cell is a polygon with finitely many sides.

Now take a point $\mathbf x$ of this polygon that is not a vertex. It lies inside the polygon or inside an edge, so a short segment $\mathbf x\pm t\mathbf u$, with $|\mathbf u|=1$ and $t>0$, stays in the polygon. There $d$ is the distance to $\mathbf p$, and

$$d^2(\mathbf x\pm t\mathbf u)=|\mathbf x-\mathbf p|^2\pm2t\,\mathbf u\cdot(\mathbf x-\mathbf p)+t^2 .$$

The linear terms cancel in the average of the two ends:

$$\tfrac12\left[d^2(\mathbf x+t\mathbf u)+d^2(\mathbf x-t\mathbf u)\right]=d^2(\mathbf x)+t^2 .$$

At least one end therefore has a larger $d$ than $\mathbf x$, however small $t$ is. A point that is not a vertex cannot be even a local maximum, so the largest empty circle is centred on a vertex.

The converse is false. At a vertex, let $\mathbf n_i$ be the unit vectors towards the nearest centres, all at distance $\ell$. A step $t\mathbf u$ changes the squared distances to $\ell^2-2t\ell\,\mathbf u\cdot\mathbf n_i+t^2$. If some $\mathbf u$ has $\mathbf u\cdot\mathbf n_i<0$ for all of them, every distance grows and the vertex is not a maximum. This happens when three nearest centres form an obtuse triangle, since they then lie on less than half of the circle. Such vertices do no harm in the list, because the largest value is taken at the end.

## Building the list correctly

Copy all images whose coordinates lie between $-\mu$ and $L_x+\mu$, and between $-\mu$ and $L_y+\mu$. Every centre within $\mu$ of a point in the home cell is then present. The nearest centres are among them, so the finite set gives the same $d$ and the same ties as the infinite one. A vertex is a point where at least three nearest centres tie; the home cell therefore contains all true vertices and no false ones. Vertices outside it are discarded.

A $3\times3$ block of cells covers this margin when $\mu\le\min(L_x,L_y)$. With $L_x\ge L_y$ this reads $L_x^2+L_y^2\le4L_y^2$, or $L_x\le\sqrt3\,L_y$. For longer cells, use the margin itself to choose the number of copies. For an oblique cell with edge vectors $\mathbf a_1,\mathbf a_2$, the bound $\tfrac12(|\mathbf a_1|+|\mathbf a_2|)$ can replace $\mu$, because an offset can be reduced to at most half of each edge vector.

For three centres $\mathbf p,\mathbf q,\mathbf s$, write $\mathbf u=\mathbf q-\mathbf p$, $\mathbf v=\mathbf s-\mathbf p$, and let $\mathbf w$ point from $\mathbf p$ to the vertex. Equal distances mean $|\mathbf w|^2=|\mathbf w-\mathbf u|^2=|\mathbf w-\mathbf v|^2$, hence $2\mathbf w\cdot\mathbf u=|\mathbf u|^2$ and $2\mathbf w\cdot\mathbf v=|\mathbf v|^2$. With $\Delta=u_xv_y-u_yv_x$ the solution is

$$w_x=\frac{|\mathbf u|^2v_y-|\mathbf v|^2u_y}{2\Delta},\qquad
w_y=\frac{|\mathbf v|^2u_x-|\mathbf u|^2v_x}{2\Delta}.$$

The length of the list follows from counting. With $N$ inhibitors, $V$ vertices and $E$ edges per periodic cell, Euler's relation on a torus is $V-E+N=0$. If three edges meet at each vertex, counting edge ends gives $3V=2E$, so

$$V-\tfrac32V+N=0\quad\Rightarrow\quad V=2N .$$

When four or more nearest centres share a circle, more edges meet there, $2E\ge3V$, and $V\le2N$. One inhibitor in a square cell of side $L$ is an extreme case: four images tie at a single vertex, and $D=L/\sqrt2=\mu$.

The method was compared with a search that builds no Voronoi diagram. That search divides the cell into boxes and discards a box when its central value of $d$ plus its half-diagonal cannot beat the best value found. In 40 random cells with 5 to 25 centres, including cells with sides 1 and 6, the two values of $D$ differed by at most $5.3\times10^{-8}$ in the same length unit, within the search tolerance of $10^{-7}$. Each cell had $2N$ vertices.

## What a grid can and cannot say

For any two points $\mathbf x,\mathbf y$ and the centre $\mathbf c$ nearest to $\mathbf x$,

$$d(\mathbf y)\le|\mathbf y-\mathbf c|\le d(\mathbf x)+|\mathbf x-\mathbf y| .$$

Exchanging the points shows that $d$ changes by no more than the distance moved. On a grid of spacing at most $h$, some grid point is within $h/\sqrt2$ of the best centre, so

$$D-\frac{h}{\sqrt2}\le D_{\rm grid}\le D .$$

A grid result $D_{\rm grid}\ge R+r$ proves that the precursor fits. A blocked surface is proved only by $D_{\rm grid}+h/\sqrt2<R+r$. Between these limits the grid is undecided, and the vertices should be used.

## An inhibitor layer on cobalt

The example has the regime of aniline as inhibitor on hcp-Co(0001) and trimethylaluminium as precursor. All molecular sizes are rough: $R=0.35$ nm for aniline, $r=0.30$ nm for the precursor monomer and $0.40$ nm for its dimer. These are close to the radii of disks with the same area as the flat-lying molecules; the circles that enclose the molecules are larger, roughly 0.41, 0.37 and up to 0.48 nm. Cobalt enters through one triangular lattice of adsorption sites with spacing $a=0.25$ nm, also rough. Inhibitors arrive at sites in random order and stay if they overlap no earlier one, until no site is free. The precursor may sit anywhere, on a site or not.

The cell measures $5.2500\times5.1962$ nm and has 504 sites. Here $\mu=3.69$ nm is below both sides, so a $3\times3$ block suffices. One layer holds 31 inhibitors and has $2\times31=62$ vertices. Relative to the centre of its largest hole, the three touching inhibitors are at

$$(-0.49457,-0.61187),\quad(-0.74457,0.25416),\quad(0.63043,0.47067)\ \text{nm}.$$

Subtracting the first from the others gives $\mathbf u=(-0.25000,0.86603)$ nm and $\mathbf v=(1.12500,1.08254)$ nm, so

$$|\Delta|=|(-0.25000)(1.08254)-(0.86603)(1.12500)|=1.24492\ \text{nm}^2 .$$

For a triangle with sides $\alpha,\beta,\gamma$ and area $A=|\Delta|/2$, let $\theta$ be the angle opposite $\gamma$. Then $\gamma=2D\sin\theta$ and $A=\tfrac12\alpha\beta\sin\theta$, which give $D=\alpha\beta\gamma/(4A)$:

$$D=\frac{0.90139\times1.39194\times1.56125}{2\times1.24492}\ \text{nm}=0.7867\ \text{nm}.$$

The triangle is acute, since $1.56125^2=2.44$ is less than $0.90139^2+1.39194^2=2.75$. The critical radius is

$$r_c=0.7867-0.35=0.437\ \text{nm}=4.37\ \text{Å}.$$

Both forms of the precursor fit, the monomer with 0.137 nm to spare and the dimer with 0.037 nm. The monomer fits at 29 vertices, but this is not a count of monomers: several vertices may belong to one gap, and precursors placed together must also avoid each other.

Over 200 such layers $D$ ranged from 0.709 to 0.804 nm. All admitted the monomer and 176 admitted the dimer. The dimer count depends strongly on the radius assumed: with $R$ unchanged it falls to 150 for $r=0.42$ nm and to 47 for $r=0.45$ nm. Every layer even had room for another disk of the inhibitor's size, which needs $D\ge0.70$ nm, although no inhibitor site was free. The reason is that the inhibitor must sit on a site and the precursor need not.

These counts belong to this cell size. Since $D$ is a maximum over the cell, a larger piece of the same kind of layer is more likely to contain a dimer hole. With both sides of the cell doubled, all 40 layers tried admitted the dimer; with both sides roughly halved, only 66 of 150 did. The fraction of layers that block the dimer is therefore not a property of the surface.

The lattice also limits the holes. Site distances are $a\sqrt m$ with $m=0,1,3,4,7,9,\ldots$, and the largest below $2R=0.70$ nm is $a\sqrt7=0.661$ nm. Every site is within this distance of an inhibitor in a full layer. Every surface point is within $a/\sqrt3=0.144$ nm of a site. Thus $D\le0.806$ nm, close to the largest value found.

An ordered $3\times3$ layer in the same cell, with the same radii, has nearest centres $3a=0.75$ nm apart. Its holes are centred in equilateral triangles, so $D=3a/\sqrt3=0.433$ nm and $r_c=0.083$ nm. Both precursor forms are blocked. This layer holds 56 inhibitors instead of 31, so the comparison does not separate the effect of order from that of density.

A grid with spacing at most 0.10 nm used 2756 points per layer. It underestimated $D$ by up to 0.053 nm, against the bound of 0.071 nm. It missed no monomer hole, because the smallest $D$ exceeded the required 0.65 nm by 0.059 nm, more than the largest grid error. That margin belongs to these radii; the dimer threshold of 0.75 nm lies inside the range of $D$, and the same grid reported 31 of the 176 layers that admit the dimer as blocked.

## When the disks are not equal, hard or still

If the radii $R_i$ differ, the quantity to maximise is $\min_i(|\mathbf x-\mathbf c_i|-R_i)$. An ordinary vertex equalises the distances, not these gaps, and the proof no longer applies. With radii varied at random by up to 10% in the layer above, the largest precursor radius was 0.445 nm, while the ordinary vertices gave 0.435 nm. Gaps evaluated at vertices remain lower limits, so they can prove that a precursor fits but not that it is blocked. Since no radius changes by more than 0.035 nm, $r_c$ is at least $0.43675-0.035=0.40175$ nm, and the dimer, with radius 0.40 nm, still fits in this layer.

Moving every centre by at most $\varepsilon$ changes every distance, and therefore $D$, by at most $\varepsilon$. A verdict is secure when $|D-R-r|$ exceeds the summed uncertainties of the positions and the two radii. For thermal motion, a classical lateral vibration of angular frequency $\omega$ and mass $m_i$ has $\tfrac12m_i\omega^2\langle x^2\rangle=\tfrac12k_BT$, or

$$x_{\rm rms}=\sqrt{\frac{k_BT}{m_i\omega^2}} .$$

A rough mode energy of 5 meV, well below $k_BT=43$ meV at 500 K, and a mass of 93 u give 0.028 nm per axis. With independent shifts of this size, $D$ in the chosen layer averaged 0.797 nm with a standard deviation of 0.014 nm, and all 200 snapshots admitted the dimer. The mean lies above the unshifted 0.787 nm. Independent shifts let some inhibitors overlap; when overlap was forbidden, the mean was 0.795 nm and the dimer still fitted in all 100 snapshots tried.

Real molecules are also soft. For a repulsion proportional to $e^{-s/\rho}$ at separation $s$, raising the collision energy from $k_BT$ to $5k_BT$ shortens the contact distance by $\rho\ln5=0.048$ nm for a rough $\rho=0.03$ nm. If each contact is judged separately, all 200 layers then admit the dimer. In a hole, however, several inhibitors repel the dimer at once. If each repulsion equals $k_BT$ at hard contact and their sum may not exceed $5k_BT$, 196 layers admit it. Most of the 24 refusals found with hard disks are therefore not robust, and refusals also become rarer in a larger cell.

## Reading the result for a real process

One gap matters because it is struck many times. For a gas at pressure $P$ with molecular mass $m$, the flux is $P/\sqrt{2\pi mk_BT}$. At a rough 0.01 Torr, 500 K and 72 u it is $1.85\times10^4$ nm$^{-2}$ s$^{-1}$. Monomer centres are allowed on 0.67 nm$^2$ of the chosen layer, so a 0.1 s pulse brings about $1.2\times10^3$ hits there. These are arrivals, not reactions. At this temperature and low pressure the gas is almost entirely monomer, so the monomer verdict is the one that matters here.

Real aniline and trimethylaluminium are not circular, can tilt, and attract or react with the surface. The inhibitors may also move. With attempt rate $\nu$ and pulse time $t$, one hop per pulse means $\nu t\,e^{-E_b/k_BT}=1$, so $E_b=k_BT\ln(\nu t)=1.19$ eV for a rough $\nu=10^{13}$ s$^{-1}$. This is one hop per molecule; one hop among the 31 inhibitors of the cell corresponds to $k_BT\ln(31\nu t)=1.34$ eV. With a lower barrier the layer rearranges during the pulse, and the verdict describes a snapshot. The 5 meV mode used above is too soft for such barriers: a simple cosine potential on this lattice with that stiffness has a barrier of only about 0.18 eV, while 1.19 eV would go with a mode near 13 meV and shifts of about 0.011 nm. For a layer that stays in place, the shift of 0.028 nm is therefore a generous estimate. The freedom of the precursor to sit off-site matters as much: if it must bind on the same sites as the inhibitor, $D$ is replaced by at most 0.661 nm and $r_c$ by at most 0.311 nm. The dimer is then blocked in every full layer. The monomer has at most 0.011 nm to spare, less than the uncertainty of its radius, so that verdict is not secure.

For a slab calculation, use the vertices when the inhibitors can be treated as equal disks, and place the precursor at the best one as a starting geometry. It is the roomiest point, not an energy minimum, so the structure must still be relaxed. If the precursor binds to known sites, test those sites instead. If the radii differ by more than the margin $|D-R-r|$, maximise the true gaps. The numerical output below gives the values for the main example.

## Numbers as computed

```
random test cells: 40; worst |D_Voronoi - D_search| = 5.3e-08
worst distance of search maximum from a vertex = 3.2e-07
site spacing a = 0.25 nm; inhibitor radius R = 0.35 nm
precursor radius: monomer 0.30 nm, dimer 0.40 nm
cell = 5.2500 x 5.1962 nm; sites = 504
bound mu (half diagonal) = 3.6933 nm
ONE RANDOM LAYER
inhibitors N = 31; disk coverage = 0.4373
distinct Voronoi vertices = 62; generic count 2N = 62
largest hole centre = (3.8375, 4.9980) nm
largest centre distance D = 0.78675 nm; search gives 0.78675 nm
inhibitors touching the largest empty circle = 3
  touching centre 1 relative to hole = (-0.49457, -0.61187) nm
  touching centre 2 relative to hole = (-0.74457, +0.25416) nm
  touching centre 3 relative to hole = (+0.63043, +0.47067) nm
triangle sides = 0.90139, 1.39194, 1.56125 nm
circumradius from sides and area = 0.78675 nm
critical precursor radius D - R = 0.43675 nm = 4.3675 angstrom
needed D: monomer 0.65 nm, dimer 0.75 nm
monomer fits: True; dimer fits: True
vertices at which the monomer fits = 29
ORDERED 3x3 LAYER
inhibitors = 56; D = 0.43301 nm; critical radius = 0.08301 nm
disk coverage = 0.7900
ENSEMBLE OF 200 RANDOM LAYERS
mean N = 31.80; mean coverage = 0.4487
D: mean 0.7822, min 0.7087, max 0.8036 nm
upper bound 2R + a/sqrt(3) = 0.8443 nm
layers admitting monomer = 200; dimer = 176
grid search, spacing at most 0.10 nm: 2756 points per layer
largest grid underestimate of D = 0.0532 nm; bound 0.0707 nm
layers where grid misses a monomer hole = 0
NEGLECTED EFFECTS
temperature = 500 K; kT = 43.09 meV
radius spread +-10 %: true critical radius = 0.44548 nm
  ordinary Voronoi vertices alone would give 0.43519 nm
lateral mode 5 meV, mass 93 u: rms shift per axis = 0.0278 nm
  D with vibration: mean 0.7972, std 0.0136 nm
  snapshots of 200 admitting monomer = 200, dimer = 200
soft contact, decay 0.03 nm, 5 kT: approach = 0.0483 nm
  layers then admitting monomer = 200, dimer = 200
attempt rate 1e+13 1/s, pulse 0.1 s: barrier for one hop = 1.191 eV
pressure 0.01 Torr, precursor mass 72 u: flux = 1.851e+04 1/(nm2 s)
allowed area for monomer centre = 0.6690 (200 grid), 0.6681 (300 grid) nm2
hits on allowed area per pulse = 1.24e+03
```
